**Numerical test of the slab Coulomb kernel cut at half the cell height**

The program tests $v(q,n)=4\pi[1-(-1)^n e^{-qL/2}]/(q^2+g^2)$, where $L$ is the cell height, $q$ the in-plane wavevector length and $g=2\pi n/L$ the out-of-plane component. It asserts that this formula, and the general one for a second cut length, agree with oscillatory quadrature of the cut interaction. It also asserts the limits at small $q$, including the $1/q$ divergence that appears for the second cut length. Potentials on a Fourier grid are compared with direct open-boundary integrals for uniform and striped charge on a model polar film. For the uniform film, the output shows a field of 0.753 MV/cm with the cut kernel and 0.502 MV/cm with the uncut periodic kernel. Further assertions cover the false potential far out in the vacuum and the wrong face-to-face step of a film thicker than half the cell. The closing estimates of neglected effects use rough material inputs and are not tests of the kernel.

## Check in Python

```python
# RESULT UNDER TEST: Coulomb kernel for a slab, cut at |z| = R in a cell of height L.
#   v(q,g) = 4 pi/(q^2+g^2) * {1 - exp(-q R) [cos(g R) - (g/q) sin(g R)]}
# and, for R = L/2 and g = 2 pi n/L,
#   v(q,n) = 4 pi/(q^2+g^2) * [1 - (-1)^n exp(-q L/2)].
# q: in-plane wavevector length, g: out-of-plane wavevector, n: integer.
# Lengths are in nm; kernels are in units of e^2/(4 pi eps0), hence nm^2.
# The physical example is a polar film with two Gaussian sheets of opposite charge.
import numpy as np
from scipy import constants as const
from scipy.special import j0, jn_zeros

pi = np.pi
bessel_zeros = jn_zeros(0, 40)
x_radial, w_radial = np.polynomial.legendre.leggauss(24)
x_height, w_height = np.polynomial.legendre.leggauss(40)
x_direct, w_direct = np.polynomial.legendre.leggauss(400)


def inplane_from_definition(q, z):
    """2D Fourier integral of 1/r at height z; variable s = sqrt(rho^2+z^2).
    Integrals between Bessel zeros alternate; repeated means sum them."""
    edges = np.concatenate(([abs(z)], np.sqrt(z**2 + (bessel_zeros / q)**2)))
    half = 0.5 * np.diff(edges)
    middle = 0.5 * (edges[1:] + edges[:-1])
    s = middle[:, None] + half[:, None] * x_radial
    rho = np.sqrt(np.maximum(s**2 - z**2, 0.0))
    partial = np.cumsum(half * (j0(q * rho) @ w_radial))[10:]
    while len(partial) > 1:
        partial = 0.5 * (partial[1:] + partial[:-1])
    return 2 * pi * partial[0]


def kernel_from_definition(q, g_values, R):
    z = 0.5 * R * (x_height + 1)
    plane = np.array([inplane_from_definition(q, zi) for zi in z])
    return np.array([R * np.sum(w_height * np.cos(g * z) * plane)
                     for g in g_values])


def general_kernel(q, g, R):
    bracket = np.cos(g * R) - g / q * np.sin(g * R)
    return 4 * pi / (q**2 + g**2) * (1 - np.exp(-q * R) * bracket)


def half_height_kernel(q, n, L):
    n = np.asarray(n)
    sign = np.where(n % 2 == 0, 1.0, -1.0)
    square = q**2 + (2 * pi * n / L)**2
    safe = np.where(square == 0, 1.0, square)
    value = 4 * pi / safe * (1 - sign * np.exp(-q * L / 2))
    return np.where(square == 0, -pi * L**2 / 2, value)


def bare_kernel(q, n, L):
    square = q**2 + (2 * pi * np.asarray(n) / L)**2
    return np.where(square == 0, 0.0, 4 * pi / np.where(square == 0, 1, square))


# Example inputs: round values, rough for a thin ferroelectric hafnia film.
L, d, width = 6.0, 2.0, 0.05
R = L / 2
polarization, compensation, permittivity = 20.0, 0.90, 30.0
stripe_period, lattice_period = 5.0, 0.5
q_stripe = 2 * pi / stripe_period

# In-plane transform and complete kernel, each against its definition.
for q in (0.7, q_stripe):
    for z in (0.0, 0.4, 2.1):
        expected = 2 * pi * np.exp(-q * z) / q
        assert abs(inplane_from_definition(q, z) - expected) < 1e-7
orders = np.arange(6)
g_orders = 2 * pi * orders / L
R_other = 0.45 * L
kernel_tolerance = 1e-6
for q in (0.7, q_stripe):
    numeric_half = kernel_from_definition(q, g_orders, R)
    assert np.allclose(numeric_half, half_height_kernel(q, orders, L),
                       atol=kernel_tolerance)
    numeric_other = kernel_from_definition(q, g_orders, R_other)
    assert np.allclose(numeric_other, general_kernel(q, g_orders, R_other),
                       atol=kernel_tolerance)
    # The quadrature must clearly tell the two cut lengths apart.
    assert np.max(abs(numeric_other - numeric_half)) > 1000 * kernel_tolerance

# Long-wave limit: extrapolation removes the term linear in q.
q_small = 1e-3
v1 = kernel_from_definition(q_small, g_orders, R)
v2 = kernel_from_definition(q_small / 2, g_orders, R)
v1[0] -= 4 * pi * R / q_small
v2[0] -= 4 * pi * R / (q_small / 2)
limit_numeric = 2 * v2 - v1
assert np.allclose(limit_numeric, half_height_kernel(0.0, orders, L), atol=1e-3)
u1 = q_small * kernel_from_definition(q_small, g_orders[1:2], R_other)[0]
u2 = q_small / 2 * kernel_from_definition(q_small / 2, g_orders[1:2], R_other)[0]
divergence = 2 * u2 - u1
assert abs(divergence - 4*pi*np.sin(g_orders[1]*R_other)/g_orders[1]) < 1e-3

# Charge and unit conversions.
coulomb = const.e / (4 * pi * const.epsilon_0) * 1e9       # eV nm
uncompensated = polarization * (1 - compensation)          # uC/cm2
total_charge = uncompensated / permittivity                # uC/cm2
sheet = total_charge * 1e-2 / const.e * 1e-18              # e/nm2
N = 600
h = L / N
z_grid = (np.arange(N) - N // 2) * h
n_grid = np.rint(np.fft.fftfreq(N) * N).astype(int)


def density(z, separation):
    def gaussian(x):
        return np.exp(-x**2 / (2 * width**2)) / (width * np.sqrt(2 * pi))
    return sheet * (gaussian(z - separation / 2) - gaussian(z + separation / 2))


def grid_potential(separation, kernel):
    spectrum = np.fft.fft(density(z_grid, separation)) * kernel
    return coulomb * np.fft.ifft(spectrum).real


def isolated_potential(z, separation, q):
    """Open-boundary potential, integrated over distance u from the point z."""
    u = 0.5 * L * (x_direct + 1)
    green = -2 * pi * u if q == 0 else 2 * pi * np.exp(-q * u) / q
    zz = np.asarray(z)[:, None]
    charge = density(zz + u, separation) + density(zz - u, separation)
    return coulomb * 0.5 * L * (charge @ (w_direct * green))


def at(potential, z):
    return potential[int(round(z / h)) + N // 2]


# Potentials agree inside the permitted window (tails counted to six widths).
extent = d + 12 * width
window = L / 2 - extent / 2
assert extent <= L / 2
inside = abs(z_grid) <= window + 1e-9
on_slab = abs(z_grid) <= extent / 2 + 1e-9
cut, bare, isolated = {}, {}, {}
for q in (0.0, q_stripe):
    cut[q] = grid_potential(d, half_height_kernel(q, n_grid, L))
    bare[q] = grid_potential(d, bare_kernel(q, n_grid, L))
    isolated[q] = isolated_potential(z_grid, d, q)
    scale = np.max(abs(isolated[q]))
    assert np.max(abs(cut[q] - isolated[q])[inside]) < 1e-6 * scale
    assert np.max(abs(bare[q] - isolated[q])[inside]) > 1e-3 * scale
other = grid_potential(d, general_kernel(q_stripe, 2*pi*n_grid/L, R_other))
assert np.max(abs(other - isolated[q_stripe])[on_slab]) < 1e-6 * scale

# Uniform film: step, field, and false potential outside the window.
step = at(cut[0.0], 1.5) - at(cut[0.0], -1.5)
step_SI = total_charge * 1e-2 * d * 1e-9 / const.epsilon_0
assert abs(step / step_SI - 1) < 1e-6
field = 10 * abs(at(cut[0.0], 0.5) - at(cut[0.0], -0.5))    # 1 V/nm = 10 MV/cm
field_bare = 10 * abs(at(bare[0.0], 0.5) - at(bare[0.0], -0.5))
assert abs(field_bare / field - (1 - d / L)) < 1e-6
plateau, false_value = at(isolated[0.0], 2.5), at(cut[0.0], 2.5)
assert abs(false_value / plateau - (L - 2 * 2.5) / d) < 1e-6

# Faces farther apart than L/2: the nearest image takes over.
d_thick = 3.6
thick = grid_potential(d_thick, half_height_kernel(0.0, n_grid, L))
thick_step = at(thick, d_thick / 2) - at(thick, -d_thick / 2)
thick_ends = isolated_potential([-d_thick / 2, d_thick / 2], d_thick, 0.0)
thick_true = thick_ends[1] - thick_ends[0]
smear = width * np.sqrt(2 / pi)
assert abs(thick_step/thick_true - (L-d_thick-smear)/(d_thick-smear)) < 1e-6

# Striped charge at the upper face.
stripe_cut = at(cut[q_stripe], d / 2)
stripe_isolated = at(isolated[q_stripe], d / 2)
stripe_bare = at(bare[q_stripe], d / 2)

# Neglected effects: rough inputs for hafnia, used only as size estimates.
coercive, breakdown, gap = 1.0, 4.0, 5.5                   # MV/cm, MV/cm, eV
barrier, mass_ratio, ionization = 2.0, 0.2, 7.0            # eV, -, eV
pyro, heating = 50.0, 60.0                                 # uC/(m2 K), K


def film_field(fraction, eps):
    return polarization*1e-2*(1-fraction)/(const.epsilon_0*eps)*1e-8


def decay_per_nm(energy, ratio):
    return np.sqrt(2*ratio*const.m_e*energy*const.e)/const.hbar*1e-9


pyro_change = pyro * heating * 1e-4                       # uC/cm2
transmission = np.exp(-2 * decay_per_nm(barrier, mass_ratio) * d)
tail = np.exp(-2 * decay_per_nm(ionization, 1.0) * (L / 4 - d / 2))
assert abs(film_field(compensation, permittivity) / field - 1) < 1e-6

print(f"Cell height L = {L:.1f} nm; cut length R = {R:.1f} nm")
print(f"Face separation d = {d:.1f} nm; Gaussian width = {width:.2f} nm")
print(f"Charge extent with tails = {extent:.2f} nm")
print(f"Potential valid for |z| up to {window:.2f} nm")
print("Kernel at q=0 (n=0: finite part), formula and quadrature, nm^2:")
for n in range(5):
    shown = round(float(limit_numeric[n]), 3) + 0.0        # no negative zero
    print(f"  n={n}: {float(half_height_kernel(0.0, n, L)):.3f}  {shown:.3f}")
stripe_numeric = kernel_from_definition(q_stripe, g_orders, R)
print(f"Stripe period = {stripe_period:.1f} nm; q = {q_stripe:.4f} 1/nm")
print("Kernel at stripe q, formula and quadrature, nm^2:")
for n in range(4):
    print(f"  n={n}: {float(half_height_kernel(q_stripe, n, L)):.4f}"
          f"  {stripe_numeric[n]:.4f}")
print(f"exp(-qL/2), stripe period: {np.exp(-q_stripe*R):.4f}")
print(f"exp(-qL/2), {lattice_period:.1f} nm lattice period: "
      f"{np.exp(-2*pi/lattice_period*R):.1e}")
print(f"Other cut R = {R_other:.2f} nm: q*v(n=1) at q->0 = {divergence:.3f} nm")
print(f"Polarization = {polarization:.1f} uC/cm2")
print(f"Compensated fraction = {100*compensation:.0f} %")
print(f"Relative permittivity = {permittivity:.0f}")
print(f"Uncompensated charge = {uncompensated:.2f} uC/cm2")
print(f"Total sheet charge = {total_charge:.4f} uC/cm2")
print(f"Field in film, cut kernel = {field:.3f} MV/cm")
print(f"Field in film, bare periodic kernel = {field_bare:.3f} MV/cm")
print(f"Vacuum-level step (electron energy) = {step:.4f} eV")
print(f"Potential energy size at z=2.5 nm, isolated = {plateau:.4f} eV")
print(f"Same point, cut kernel (outside window) = {false_value:.4f} eV")
print(f"Too thick film, d = {d_thick:.1f} nm: true face step = "
      f"{thick_true:.4f} eV")
print(f"Too thick film: cut-kernel face step = {thick_step:.4f} eV")
print(f"Stripe energy amplitude at face, isolated = {stripe_isolated:.5f} eV")
print(f"Stripe energy amplitude, cut kernel = {stripe_cut:.5f} eV")
print(f"Stripe error of bare kernel = "
      f"{100*(stripe_bare/stripe_isolated-1):.2f} %")
print(f"Rough coercive, breakdown fields = {coercive:.0f}, {breakdown:.0f} MV/cm")
print(f"Field without compensation = {film_field(0, permittivity):.2f} MV/cm")
print(f"Field at 80 %, 95 % compensation = {film_field(.80, permittivity):.2f}, "
      f"{film_field(.95, permittivity):.2f} MV/cm")
print(f"Field at permittivity 25, 40 = {film_field(compensation, 25):.2f}, "
      f"{film_field(compensation, 40):.2f} MV/cm")
print(f"Rough pyroelectric coefficient = {pyro:.0f} uC/(m2 K)")
print(f"Polarization change for {heating:.0f} K heating = "
      f"{pyro_change:.2f} uC/cm2")
print(f"That change / uncompensated charge = "
      f"{100*pyro_change/uncompensated:.0f} %")
print(f"Rough tunnel barrier = {barrier:.1f} eV; mass ratio = {mass_ratio:.1f}")
print(f"Tunnelling factor through film = {transmission:.1e}")
print(f"Rough band gap = {gap:.1f} eV; step/gap = {step/gap:.3f}")
print(f"Rough ionization energy = {ionization:.1f} eV")
print(f"Density decay factor from face to |z|=L/4: {tail:.1e}")
print("PASS")
```

Output:

```
Cell height L = 6.0 nm; cut length R = 3.0 nm
Face separation d = 2.0 nm; Gaussian width = 0.05 nm
Charge extent with tails = 2.60 nm
Potential valid for |z| up to 1.70 nm
Kernel at q=0 (n=0: finite part), formula and quadrature, nm^2:
  n=0: -56.549  -56.549
  n=1: 22.918  22.918
  n=2: 0.000  0.000
  n=3: 2.546  2.546
  n=4: 0.000  0.000
Stripe period = 5.0 nm; q = 1.2566 1/nm
Kernel at stripe q, formula and quadrature, nm^2:
  n=0: 7.7743  7.7743
  n=1: 4.8046  4.8046
  n=2: 2.0579  2.0579
  n=3: 1.1229  1.1229
exp(-qL/2), stripe period: 0.0231
exp(-qL/2), 0.5 nm lattice period: 4.2e-17
Other cut R = 2.70 nm: q*v(n=1) at q->0 = 3.708 nm
Polarization = 20.0 uC/cm2
Compensated fraction = 90 %
Relative permittivity = 30
Uncompensated charge = 2.00 uC/cm2
Total sheet charge = 0.0667 uC/cm2
Field in film, cut kernel = 0.753 MV/cm
Field in film, bare periodic kernel = 0.502 MV/cm
Vacuum-level step (electron energy) = 0.1506 eV
Potential energy size at z=2.5 nm, isolated = 0.0753 eV
Same point, cut kernel (outside window) = 0.0376 eV
Too thick film, d = 3.6 nm: true face step = 0.2681 eV
Too thick film: cut-kernel face step = 0.1777 eV
Stripe energy amplitude at face, isolated = 0.02608 eV
Stripe energy amplitude, cut kernel = 0.02608 eV
Stripe error of bare kernel = -0.64 %
Rough coercive, breakdown fields = 1, 4 MV/cm
Field without compensation = 7.53 MV/cm
Field at 80 %, 95 % compensation = 1.51, 0.38 MV/cm
Field at permittivity 25, 40 = 0.90, 0.56 MV/cm
Rough pyroelectric coefficient = 50 uC/(m2 K)
Polarization change for 60 K heating = 0.30 uC/cm2
That change / uncompensated charge = 15 %
Rough tunnel barrier = 2.0 eV; mass ratio = 0.2
Tunnelling factor through film = 2.4e-06
Rough band gap = 5.5 eV; step/gap = 0.027
Rough ionization energy = 7.0 eV
Density decay factor from face to |z|=L/4: 1.3e-06
PASS
```
